# Which crystal classes without inversion allow piezoelectricity?: test program

```python
"""Piezoelectric tensors of the crystal classes.

Result under test: P_i = d_ijk s_jk with symmetric stress s, d_ijk = d_ikj.
Class 432 forces d = 0 without having inversion; class -43m leaves only
d14 = d25 = d36 (d14 = 2 d_123); exactly 20 of the 32 classes allow d != 0.
Symbols: R = 3x3 orthogonal matrix of a symmetry operation, n = unit vector
along a uniaxial stress, eps = Levi-Civita symbol.
"""
from collections import Counter
import numpy as np
from scipy.spatial.transform import Rotation

IDENTITY = np.eye(3)


def turn(axis, degrees):
    axis = np.array(axis, float)
    axis /= np.linalg.norm(axis)
    return Rotation.from_rotvec(np.radians(degrees) * axis).as_matrix()


def key(matrix):
    return tuple(np.rint(1000 * matrix).astype(int).ravel())


def close_group(generators):
    elements, seen = [IDENTITY], {key(IDENTITY)}
    for element in elements:          # the list grows while it is read
        for generator in generators:
            product = generator @ element
            if key(product) not in seen:
                seen.add(key(product))
                elements.append(product)
        assert len(elements) <= 48
    return elements


def signature(elements):
    """Number of operations of each type, a type being (det, trace)."""
    kinds = Counter((int(np.rint(np.linalg.det(R))),
                     int(np.rint(np.trace(R)))) for R in elements)
    return tuple(sorted(kinds.items()))


def all_subgroups(elements):
    index = {key(R): i for i, R in enumerate(elements)}
    table = [[index[key(A @ B)] for B in elements] for A in elements]
    start = frozenset([0])            # element 0 is the identity
    found, queue = {start}, [(start, [])]
    for subgroup, generators in queue:
        for extra in range(len(elements)):
            if extra in subgroup:
                continue
            new_generators = generators + [extra]
            members, seen = [0], {0}
            for member in members:
                for g in new_generators:
                    product = table[g][member]
                    if product not in seen:
                        seen.add(product)
                        members.append(product)
            candidate = frozenset(members)
            if candidate not in found:
                found.add(candidate)
                queue.append((candidate, new_generators))
    return [[elements[i] for i in subgroup] for subgroup in found]


def transform(R, d):
    return np.einsum('ia,jb,kc,abc->ijk', R, R, R, d)


# matrix that exchanges the last two indices of a flattened tensor
SWAP = np.eye(27).reshape(3, 3, 3, 27).transpose(0, 2, 1, 3).reshape(27, 27)


def allowed_tensors(operations, symmetric=True):
    """Basis of the null space of all invariance conditions."""
    conditions = [np.kron(R, np.kron(R, R)) - np.eye(27) for R in operations]
    if symmetric:
        conditions.append(SWAP - np.eye(27))
    _, singular, rows = np.linalg.svd(np.vstack(conditions),
                                      full_matrices=False)
    return [row.reshape(3, 3, 3) for row in rows[singular < 1e-8]]


def character_count(elements):
    """Average character of vector x symmetric second-rank tensor."""
    return np.mean([np.trace(R) * (np.trace(R)**2 + np.trace(R @ R)) / 2
                    for R in elements])


def voigt(d):
    pairs = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
    return np.array([[d[i, j, k] * (1 if j == k else 2) for j, k in pairs]
                     for i in range(3)])


X, Z, D111 = (1, 0, 0), (0, 0, 1), (1, 1, 1)
x2, z2, z3 = turn(X, 180), turn(Z, 180), turn(Z, 120)
z4, z6, c3 = turn(Z, 90), turn(Z, 60), turn(D111, 120)
mx, my, mz = (np.diag(v) for v in ([-1., 1, 1], [1., -1, 1], [1., 1, -1]))

eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1, -1

witness = {name: np.zeros((3, 3, 3)) for name in 'ABD'}
witness['A'][2, 2, 2] = 1                                  # P3 = s33
witness['B'][0, 1, 2] = witness['B'][0, 2, 1] = 0.5        # P1 = s23
witness['B'][1, 0, 2] = witness['B'][1, 2, 0] = -0.5       # P2 = -s13
witness['C'] = abs(eps) / 2                                # P1 = s23, cyclic
witness['D'][0, 0, 0] = 1                                  # P1 = s11 - s22
for place in [(0, 1, 1), (1, 0, 1), (1, 1, 0)]:            # P2 = -2 s12
    witness['D'][place] = -1

named = {
    '1': ([], 'A'), '2': ([z2], 'A'), 'm': ([mx], 'A'),
    'mm2': ([mx, my], 'A'), '3': ([z3], 'A'), '3m': ([z3, mx], 'A'),
    '4': ([z4], 'A'), '4mm': ([z4, mx], 'A'), '6': ([z6], 'A'),
    '6mm': ([z6, mx], 'A'),
    '222': ([x2, z2], 'B'), '32': ([z3, x2], 'B'),
    '422': ([z4, x2], 'B'), '622': ([z6, x2], 'B'),
    '-4': ([-z4], 'C'), '-42m': ([-z4, x2], 'C'),
    '23': ([z2, c3], 'C'), '-43m': ([-z4, c3], 'C'),
    '-6': ([z3, mz], 'D'), '-6m2': ([z3, mz, my], 'D'),
    '432': ([z4, c3], None)}

# --- enumerate the crystal classes from the two largest ones
classes = {}
for largest in (close_group([z4, c3, -IDENTITY]),
                close_group([z6, x2, -IDENTITY])):
    for subgroup in all_subgroups(largest):
        classes.setdefault(signature(subgroup), subgroup)
with_inversion = [s for s in classes if (-1, -3) in dict(s)]
without_inversion = [s for s in classes if (-1, -3) not in dict(s)]
piezo = [s for s in classes if allowed_tensors(classes[s])]
assert len(classes) == 32
assert len(with_inversion) == 11 and len(without_inversion) == 21
assert len(piezo) == 20
assert not set(piezo) & set(with_inversion)
print('crystal classes found by enumeration:', len(classes))
print('classes with inversion:', len(with_inversion))
print('classes without inversion:', len(without_inversion))
print('classes that allow piezoelectricity:', len(piezo))

# --- the named classes: constants counted in two ways, witness tensors
print('class, number of operations, independent constants, witness:')
named_signatures, constants = set(), {}
for name, (generators, letter) in named.items():
    group = close_group(generators)
    named_signatures.add(signature(group))
    constants[name] = len(allowed_tensors(generators))
    assert abs(constants[name] - character_count(group)) < 1e-9
    if letter:
        d = witness[letter]
        assert np.allclose(d, d.transpose(0, 2, 1)) and abs(d).max() > 0
        assert all(np.allclose(transform(R, d), d) for R in group)
    print(f'  {name:5s} {len(group):3d} {constants[name]:3d}  {letter or "none"}')
assert named_signatures == set(without_inversion)
assert [name for name in constants if constants[name] == 0] == ['432']
print('classes per witness:',
      dict(Counter(letter for _, letter in named.values() if letter)))

# --- 432 without the exchange symmetry: only the Levi-Civita symbol
general = allowed_tensors(named['432'][0], symmetric=False)
assert len(general) == 1
assert np.allclose(general[0] / general[0][0, 1, 2], eps)
print('432, constants of a general third-rank tensor:', len(general))

# --- form of the -43m tensor
(cubic,) = allowed_tensors(named['-43m'][0])
matrix = voigt(cubic)
matrix = matrix / matrix[0, 3]
expected = np.zeros((3, 6))
expected[[0, 1, 2], [3, 4, 5]] = 1
assert np.allclose(matrix, expected)
print('-43m, matrix d_iJ in units of d14:')
for row in matrix:
    print('  ', ' '.join(f'{abs(round(v, 6)):.0f}' for v in row))

# --- worked example; pC/N times MPa equals microC/m^2
d14, stress = 3.0, 10.0
d = cubic * d14 / voigt(cubic)[0, 3]
print(f'd14 = {d14:.1f} pC/N, d_123 = {d[0, 1, 2]:.2f} pC/N')
print(f'uniaxial stress = {stress:.1f} MPa')


def polarization(tensor, n):
    return np.einsum('ijk,j,k->i', tensor, n, n) * stress


for label, direction in (('[100]', X), ('[110]', (1, 1, 0)), ('[111]', D111)):
    n = np.array(direction) / np.linalg.norm(direction)
    P = polarization(d, n) + 0.0
    P[abs(P) < 1e-10] = 0.0
    print(f'stress along {label}: P = ({P[0]:.2f}, {P[1]:.2f}, {P[2]:.2f}),'
          f' |P| = {np.linalg.norm(P):.2f}, along n {P @ n:.2f} microC/m^2')

# formulas for any direction, and the maxima, on a one-degree grid
theta, phi = np.meshgrid(np.radians(np.arange(181)),
                         np.radians(np.arange(360)), indexing='ij')
N = np.stack([np.sin(theta) * np.cos(phi), np.sin(theta) * np.sin(phi),
              np.cos(theta)], axis=-1).reshape(-1, 3)
P_grid = np.einsum('ijk,mj,mk->mi', d, N, N) * stress
P_formula = d14 * stress * np.stack(
    [N[:, 1] * N[:, 2], N[:, 2] * N[:, 0], N[:, 0] * N[:, 1]], axis=1)
assert np.allclose(P_grid, P_formula)
along = np.sum(P_grid * N, axis=1)
assert np.allclose(along, 3 * d14 * stress * np.prod(N, axis=1))
limit = d14 * stress / np.sqrt(3)
for values in (along, np.linalg.norm(P_grid, axis=1)):
    # the grid misses [111] by under one degree: relative error below 1e-3
    assert limit * (1 - 1e-3) < values.max() < limit * (1 + 1e-10)
print(f'largest P along n on the grid = {along.max():.2f} microC/m^2')
print(f'd14*stress/sqrt(3) = {limit:.2f} microC/m^2')

hydrostatic = np.einsum('ijk,jk->i', d, stress * IDENTITY)
assert np.allclose(hydrostatic, 0)
print(f'hydrostatic stress: |P| = {np.linalg.norm(hydrostatic):.2f} microC/m^2')

turned = transform(z4, d)
assert np.allclose(turned, -d)
print(f'd14 after a 90 degree turn about z = {voigt(turned)[0, 3]:.1f} pC/N')
average = np.mean([transform(R, d) for R in close_group(named['432'][0])],
                  axis=0)
assert np.allclose(average, 0)
print(f'largest |d_ijk| after averaging over 432 = {abs(average).max():.2f} pC/N')

print('finished without a failed check')
```

Printed output:

```
crystal classes found by enumeration: 32
classes with inversion: 11
classes without inversion: 21
classes that allow piezoelectricity: 20
class, number of operations, independent constants, witness:
  1       1  18  A
  2       2   8  A
  m       2  10  A
  mm2     4   5  A
  3       3   6  A
  3m      6   4  A
  4       4   4  A
  4mm     8   3  A
  6       6   4  A
  6mm    12   3  A
  222     4   3  B
  32      6   2  B
  422     8   1  B
  622    12   1  B
  -4      4   4  C
  -42m    8   2  C
  23     12   1  C
  -43m   24   1  C
  -6      6   2  D
  -6m2   12   1  D
  432    24   0  none
classes per witness: {'A': 10, 'B': 4, 'C': 4, 'D': 2}
432, constants of a general third-rank tensor: 1
-43m, matrix d_iJ in units of d14:
   0 0 0 1 0 0
   0 0 0 0 1 0
   0 0 0 0 0 1
d14 = 3.0 pC/N, d_123 = 1.50 pC/N
uniaxial stress = 10.0 MPa
stress along [100]: P = (0.00, 0.00, 0.00), |P| = 0.00, along n 0.00 microC/m^2
stress along [110]: P = (0.00, 0.00, 15.00), |P| = 15.00, along n 0.00 microC/m^2
stress along [111]: P = (10.00, 10.00, 10.00), |P| = 17.32, along n 17.32 microC/m^2
largest P along n on the grid = 17.32 microC/m^2
d14*stress/sqrt(3) = 17.32 microC/m^2
hydrostatic stress: |P| = 0.00 microC/m^2
d14 after a 90 degree turn about z = -3.0 pC/N
largest |d_ijk| after averaging over 432 = 0.00 pC/N
finished without a failed check
```
